Does the dipole of one unit cell define bulk polarization?

**Question**

I have the periodic charge density of an insulating crystal, electrons and ions together, and I want its polarization. The obvious recipe is to integrate position times charge density over one unit cell and divide by the cell volume. The cell is neutral, so the result does not depend on the origin of coordinates, and I took it to be a property of the bulk.

Then I moved the cell boundary a little, keeping the crystal fixed, and got another number. Is there a preferred boundary, or should I average over boundaries? If neither works, what does the polarization of a crystal mean, and could the cell dipole at least give the change of polarization when an ion moves?

**Answer**

There is no preferred boundary in a general crystal, and averaging destroys the answer altogether. Changes of the cell dipole are also unreliable, because they miss the charge that passes through the cell wall. Each of these statements follows from a short calculation.

**What the boundary does**

Take polarization along x, with period a and cross-section A per cell. Let ρ(x) be the charge density averaged over the y and z directions of the cell. It has period a, and neutrality means that its integral over one period is zero. Assume for now that ρ is continuous. With the left wall at x0, the dipole per volume is

p(x0) = (1/a) ∫ from x0 to x0+a of x ρ(x) dx.

Both limits depend on x0. Differentiating them gives

dp/dx0 = (1/a) [(x0+a) ρ(x0+a) − x0 ρ(x0)].

Periodicity lets us replace ρ(x0+a) by ρ(x0). The terms with x0 cancel, leaving

dp/dx0 = ρ(x0).

Moving the wall removes a thin slice of charge at the left and restores the same slice one period to the right. For p to be the same for every wall position, ρ would have to vanish everywhere. After a full period p returns to its starting value, since the integral of ρ over a cell is zero.

The continuity of the drift matters. A bulk polarization may be defined up to a discrete set of steps, as shown below, but a quantity that sweeps through a continuous interval cannot be repaired by such a rule. Point nuclei do not help: when the wall passes a nucleus of charge Ze, that charge is carried forward by a and p jumps by Ze/A, on top of the continuous drift from the electrons.

**Why averaging fails**

Write x = x0 + s, so that s runs from 0 to a:

p(x0) = (1/a) ∫ (x0+s) ρ(x0+s) ds = (1/a) ∫ s ρ(x0+s) ds.

The x0 term dropped out by neutrality. Now average over x0 at fixed s. The average of ρ(x0+s) over a period is zero for every s, so

⟨p⟩ = 0.

This holds for every neutral periodic density, polar or not. The average contains no information about the polarization.

Gauss's law shows what p does measure. Let E(x) be the laterally averaged microscopic field of ρ. Then dE/dx = ρ/ε0, so p and ε0E have the same derivative and differ by a constant. If the macroscopic field is zero, E averages to zero, as p does, and the constant vanishes:

p(x0) = ε0 E(x0).

The cell dipole is therefore the local electric field at the cut, in other units.

**What is missing from a change of the cell dipole**

Let the ions move slowly, with the cell walls, a and A held fixed. Charge conservation reads ∂ρ/∂t = −∂J/∂x, where J is the laterally averaged current density along x. Hence

dp/dt = −(1/a) ∫ x (∂J/∂x) dx
= −(1/a) [(x0+a) J(x0+a) − x0 J(x0)] + (1/a) ∫ J dx.

The second line is an integration by parts. Since J is periodic, the bracket equals a J(x0), and

dp/dt = ⟨J⟩ − J(x0).

The cell average ⟨J⟩ does not depend on the wall. It is also what an experiment registers: when a shorted capacitor changes its polarization, charge flows through the external wire. The change of bulk polarization is therefore defined by

dP/dt = ⟨J⟩, at zero macroscopic field.

Integrating over the process gives

Δp(x0) = ΔP − Q(x0),

where Q(x0) is the charge per area that crossed the plane x0 in the +x direction. Because ⟨Δp⟩ = 0, a change Δp that is not zero everywhere must be positive for some walls and negative for others. It cannot even be trusted for the sign of ΔP.

This also locates the missing information. The history of ρ(x,t) fixes the variation of J with x through the continuity equation, but not a current that is uniform in x. That uniform part transports charge without changing the density anywhere.

**The current in a band insulator**

To obtain ⟨J⟩ we need the electronic states. Consider independent electrons in a separable potential, with one filled transverse band and one filled band along x, two spin-paired electrons per cell, and an open total gap. Write the Bloch states along x as e^{ikx} φ_k(x), with φ_k periodic and normalized over one cell. They obey

H_k φ_nk = E_nk φ_nk, H_k = (−iħ∂/∂x + ħk)²/2m + V(x;u),

where u is the ion displacement. Below, |0⟩ is the filled state at k and |n⟩ the others at the same k.

For slow motion, write the state as a phase factor times |0⟩ + |δ⟩, with |δ⟩ orthogonal to |0⟩. To first order in du/dt, the Schrödinger equation gives

(H_k − E_0)|δ⟩ = iħ (du/dt) |∂_u 0⟩⊥,

where ⊥ removes the component along |0⟩; the time derivative of |δ⟩ is of higher order. Projecting on ⟨n|,

⟨n|δ⟩ = iħ (du/dt) ⟨n|∂_u 0⟩/(E_n − E_0).

The velocity operator is (1/ħ)∂_k H_k. Its zeroth-order expectation value is (1/ħ)∂_k E_0, which integrates to zero over the filled band. The first-order part is

v_k = (2/ħ) Re Σ_{n≠0} ⟨0|∂_k H_k|n⟩⟨n|δ⟩.

Differentiating H_k|0⟩ = E_0|0⟩ with respect to k, projecting on ⟨n| and conjugating gives

⟨0|∂_k H_k|n⟩ = (E_0 − E_n) ⟨∂_k 0|n⟩.

The energy differences cancel up to a minus sign:

v_k = 2 (du/dt) Re[−i Σ_{n≠0} ⟨∂_k 0|n⟩⟨n|∂_u 0⟩]
= 2 (du/dt) Im⟨∂_k 0|∂_u 0⟩.

The last step used Re(−iz) = Im z and added the term n = 0. That term is a product of two imaginary numbers, because |0⟩ is normalized, so it is real and adds nothing.

**From current to Wannier centres**

The Wannier function of the band is w(x) = (a/2π) ∫ e^{ikx} φ_k(x) dk over the Brillouin zone, with phases chosen so that e^{ikx} φ_k is smooth and periodic in k. Since x e^{ikx} = −i∂_k e^{ikx}, an integration by parts turns multiplication by x into i∂_k acting on φ_k. The centre of w is then

x_W = (a/2π) ∫ ⟨φ_k|i∂_k φ_k⟩ dk.

To see how it moves, define B_k = i⟨0|∂_k 0⟩ and B_u = i⟨0|∂_u 0⟩. The mixed second derivatives cancel in the difference

∂_u B_k − ∂_k B_u = i⟨∂_u 0|∂_k 0⟩ − i⟨∂_k 0|∂_u 0⟩ = 2 Im⟨∂_k 0|∂_u 0⟩.

With the chosen phases B_u is periodic in k, so ∂_k B_u integrates to zero. Comparison with v_k gives

(a/2π) ∫ v_k dk = dx_W/dt.

The mean electron velocity is the velocity of the Wannier centre. There are two electrons of charge −e in the volume aA. Adding two ions of charge +e at X_A and X_B,

P = (e/aA)(X_A + X_B − 2x_W).

Choosing another representative of one ion sublattice moves X by a and P by e/A. Choosing another Wannier function moves P by 2e/A. Thus P is defined modulo e/A here, and ΔP is unambiguous when followed continuously along a path with an open gap.

**A worked case**

Take a = 0.40 nm and A = 0.16 nm², so e/A = 100.14 uC/cm2. The electrons have the free-electron mass and move along x in Gaussian wells of width 0.05 nm, 20 eV deep at A and 10 eV deep at B. The ionic charges are Gaussians of width 0.03 nm. Ion A stays at x = 0, while ion B moves from 0.20 to 0.22 nm, so u = 0.02 nm. The gap for motion along x is 5.8 eV before the shift and 6.0 eV after it. The transverse bands are taken as flat and their own gap as larger; transverse dispersion would lower the total gap.

Before the shift the crystal has inversion symmetry, yet p ranges from −42.8 to +42.8 uC/cm2 as the wall moves. After the shift, with the wall at 0.05 nm, ρ is −469 uC/cm2 per nm. Moving the wall by a further 0.001 nm therefore changes p by about −0.47 uC/cm2. The slope of the directly integrated dipole is also −469 uC/cm2 per nm.

The Wannier centre moves from 0 to −0.00783 nm, opposite to ion B. The two parts of the bulk change are

ions: 100.14 × 0.02/0.40 = 5.01 uC/cm2
electrons: −2 × 100.14 × (−0.00783)/0.40 = 3.92 uC/cm2

ΔP = 8.93 uC/cm2 = 0.0893 C/m².

Per unit displacement, ion B acts as if it carried 8.93 × 0.40/(100.14 × 0.02) = 1.78 e. Integrating the adiabatic current, computed from the perturbed states, also gives 8.93 uC/cm2.

Here is the cell dipole for three fixed walls, in uC/cm2:

x0 = 0.10 nm: Δp = 5.65, Q = 3.28
x0 = 0.20 nm: Δp = −16.5, Q = 25.4
x0 = 0.30 nm: Δp = 4.80, Q = 4.13

In each row Δp + Q gives 8.9, the bulk value, while Δp alone has no fixed sign. The large crossing at 0.20 nm comes mostly from ion B, which starts centred on that plane. Moving a Gaussian of width 0.03 nm by 0.02 nm carries 24.8% of its charge across, or 24.8 uC/cm2. A different ionic width would change this entry but not ΔP, which depends on the ion's centre.

Averaging Q over eight walls, spaced 0.05 nm apart from x0 = 0 to 0.35 nm, gives

(8.07 + 5.91 + 3.28 + 5.24 + 25.44 + 12.54 + 4.13 + 6.83)/8 = 8.93 uC/cm2,

in line with ⟨Δp⟩ = 0. That identity concerns the continuous average over walls; eight walls reproduce it here only because the density is smooth on a 0.05 nm spacing, and narrower ions would need more walls. To recover ΔP by averaging, one must average the transported charge, not the dipole.

**Is the symmetric crystal polarized?**

At u = 0 the formula gives P = 100.14 × 0.20/0.40 = 50.07 uC/cm2, although the crystal has inversion symmetry. Inversion sends P to −P, and the two values differ by 100.14 uC/cm2, which is e/A. They are the same polarization modulo the quantum. Inversion therefore allows zero or half a quantum. By contrast, the nonzero values of p at u = 0 come from where the wall cuts the density.

**Why a finite sample does have a dipole**

A finite neutral sample ends in vacuum, so no wall cuts its charge, and its total dipole includes the surfaces. For long insulating chains whose two ends stay the same as the length grows, adding a cell adds a fixed dipole, while the end contributions cancel in the difference. I compared chains of 14 and 22 cells in the same prescribed potential. The dipole added per cell, divided by aA, changes by 8.93 uC/cm2 when B shifts, in agreement with the bulk. Its value for either ion position agrees with P modulo e/A; different surface terminations can select different branches.

**Two limiting cases**

First, let the whole B sublattice travel by one period, from 0.20 to 0.60 nm, passing the next A ion on the way. The crystal ends in its initial state, so ρ is restored and Δp is zero for every wall. In this model the electron centre returns to its starting point, and the smallest gap found along the path is 5.8 eV. One ionic charge has moved by a in each cell, so

ΔP = e/A = 100.14 uC/cm2.

The integrated current gives the same value. The initial and final densities are identical, yet charge has been transported. This is the origin of the quantum: the end states fix ΔP up to such cycles, and the path decides the rest.

Second, separate the cells into neutral molecules. Keep the wells, A and the displacement, but raise a to 1.2 nm and put the wall at 0.7 nm, in the empty region. The electron wave functions are negligible there, so no appreciable current crosses and Q ≈ 0. Both routes now give

ΔP = Δp = 2.18 uC/cm2.

This is the regime in which the recipe in your question works: no net charge may cross the wall, which is assured if the electron and ion densities there are both negligible throughout the process. A point where they merely cancel is not enough, since current can still cross it. If a crystal has several such empty regions, dp/dx0 = ρ shows that the values of p for two of them differ by the charge per area between them. When that charge is a whole number of e per cell, the difference is a multiple of e/A. In a crystal with overlapping electron clouds there may be no empty region at all.

**How this compares with a real ferroelectric**

The cell size and ion shift are in the rough regime of perovskite ferroelectric oxides, where cells are about 0.4 nm long and polarizations are often some tens of uC/cm2. The model's 8.9 uC/cm2 is on the low side, and its 6 eV gap is well above their rough 3 eV. It has two electrons and two ions per cell and represents no particular compound.

The prescribed wells follow the ions rigidly. The electrons' Hartree response, exchange-correlation feedback and lateral local fields remain outside the model. The Hartree part cannot be added by iterating the potential of the density change measured from a reference density held fixed in space, because that breaks translation invariance. Such a scheme gives 8.17 uC/cm2 when B moves by u, 5.58 uC/cm2 when A moves by −u instead, and a spurious 2.72 uC/cm2 when the whole crystal is translated by u. A consistent estimate must treat the Coulomb potentials of ions and electrons together, and it was not computed. If the whole B sublattice vibrates in unison with an assumed 0.01 nm rms, the mean P changes by about −0.05 uC/cm2; independent motion of the ions was not computed. Thermal carriers are negligible at this gap and 300 K.

Zero macroscopic field is also an assumption, and it fails in a device whose electrodes screen imperfectly. In the extreme case, a slab starts with zero field, its initial polarization compensated by surface charge, and no further charge reaches its surfaces. Without electronic screening, ΔP would then produce a field of magnitude ΔP/ε0, about 101 MV/cm. That is comparable with the interband scale of 150 MV/cm, the gap divided by ea. Electronic screening reduces the field. For a linear medium with fixed ions and electronic dielectric constant ε, the polarization change is ΔP + ε0(ε−1)E. With the surface charge fixed, the displacement field cannot change, which requires

ε0E + ΔP + ε0(ε−1)E = 0, so E = −ΔP/(ε0ε),

and the net polarization change is −ε0E = ΔP/ε. The model's own independent electrons screen less than those of a real oxide. Taking instead ε roughly 5, a rough value for such oxides, 8.9 becomes about 1.8 uC/cm2. The remaining field, about 20 MV/cm, is above the breakdown field of typical oxides of this kind, roughly a few MV/cm at most. A real device would leak or break down, or its polarization would change less, before reaching it. This is an estimate of scale, not a device prediction.

**What to compute instead**

For your crystal, choose a reference structure with the same cell as the final one, and a path between them along which the gap stays open. At enough points to follow one branch, compute the ionic part from the ion positions and the electronic part from the Wannier centres, or equivalently from the Berry phases of the filled bands. The difference of P between the two ends of that branch is the polarization change along that path at zero macroscopic field. Another path with an open gap and the same end structures can give a value that differs by a whole number of quanta, as the full-period cycle above shows, so the path should follow the actual motion of the ions. If the cell changes size or shape along the path, the quantum can change too, and this simple difference may then depend on the branch.

Values computed for the example and the checks

```
period a = 0.40 nm, area A = 0.16 nm2
A-B distance at u=0 = 0.20 nm, final u = 0.020 nm
well depths A, B = 20, 10 eV
well width = 0.05 nm, ion width = 0.03 nm
quantum e/A = 100.14 uC/cm2
gap at u=0 = 5.829 eV, at final u = 6.002 eV
x0 (nm) | p(u=0) | p(final u) | change | crossed  (uC/cm2)
0.00 | 0.00 | 0.86 | 0.86 | 8.07
0.05 | -16.88 | -13.86 | 3.02 | 5.91
0.10 | -37.86 | -32.22 | 5.65 | 3.28
0.15 | -41.26 | -37.57 | 3.69 | 5.24
0.20 | -0.00 | -16.52 | -16.52 | 25.44
0.25 | 41.26 | 37.65 | -3.61 | 12.54
0.30 | 37.86 | 42.66 | 4.80 | 4.13
0.35 | 16.88 | 18.97 | 2.10 | 6.83
range of p over x0, u=0: -42.80 to 42.80 uC/cm2
range of change over x0: -17.82 to 6.17 uC/cm2
largest |average of p over x0| = 6.4e-14 uC/cm2
at x0 = 0.05 nm, final u: slope dp/dx0 = -469.25, rho = -469.25 uC/cm2/nm
Wannier centre: u=0 0.00000 nm (magnitude), final u -0.00783 nm
P at u=0 = 50.068 uC/cm2, at final u = 58.997 uC/cm2
bulk change, Wannier centres = 8.929 uC/cm2 = 0.08929 C/m2
bulk change, integrated current = 8.929 uC/cm2
bulk change, finite chains = 8.929 uC/cm2
ion part of change = 5.007 uC/cm2
electron part of change = 3.922 uC/cm2
mean effective charge of ion B = 1.783 e
full cycle: bulk change = 100.14 uC/cm2, from current = 100.14 uC/cm2
full cycle: electron centre shift / a = 0.0000 (magnitude)
full cycle: largest cell-dipole change = 8.1e-14 uC/cm2
full cycle: smallest gap = 5.829 eV
molecular limit (a = 1.2 nm): bulk change = 2.180, cell dipole change = 2.180 uC/cm2
bulk change with Hartree feedback = 8.171 uC/cm2
assumed thermal rms = 0.010 nm shifts P by -0.045 uC/cm2
carrier factor exp(-gap/2kT) at 300 K = 3.8e-51
open-circuit field, unscreened = 101 MV/cm
interband field scale gap/(e a) = 150 MV/cm
```
